# Image-force lowering of the emission barrier for drifting copper ions

## Problem

A positive ion of charge $Ze$ leaves a flat metal anode and enters a dielectric of relative permittivity $k$. The metal fills $x<0$ and the dielectric $x>0$. A voltage produces a uniform macroscopic field of magnitude $F$ in the dielectric, pointing away from the metal, so that it pulls the ion outward.

Treat the metal as an ideal conductor and the dielectric as uniform. The ion keeps its charge during the escape and moves slowly enough for the static permittivity to apply. Energies are measured from that of the ion deep inside a thick film without field. The level from which the ion starts is held fixed relative to the metal until part (e).

(a) Find the energy of attraction between the ion and the metal.

(b) Find the position of the barrier top in the field, and show that the lowering of the top is proportional to $Z^{3/2}$ at fixed $F$ and $k$.

(c) Evaluate the lowering for $Z=1$ and $Z=2$ with $F=1$ MV/cm and $k=2.5$. What does it do to the Boltzmann factor of the barrier at 423 K?

(d) The film is 20 nm thick and ends at a second metal electrode. How does this change the result for $Z=1$?

(e) Estimate how the starting position of the ion, its atomic hops and the pores of a real low-k film affect the result.

Use $e^2/(4\pi\varepsilon_0)=1.440$ eV nm and 1 MV/cm $=0.10$ V/nm.

## Solution

### (a) The image energy

Consider first the ion alone, at distance $x$ from the grounded metal. The potential must vanish on the metal surface. A fictitious charge $-Ze$ at the mirror point $-x$ achieves this, because every point of the surface is equally far from the two charges. The resulting potential also has the correct source in the dielectric and vanishes far away, so by the uniqueness of the electrostatic solution it is the true potential for $x>0$.

The induced surface charge therefore acts on the ion as the image would, from a distance $2x$. The force points toward the metal and has the magnitude

$$
f(x)=\frac{(Ze)^2}{4\pi\varepsilon_0 k\,(2x)^2}
=\frac{Z^2e^2}{16\pi\varepsilon_0 k\,x^2}.
$$

To carry the ion from $x$ to infinity, an external agent does the work $\int_x^\infty f\,dx'$. The final energy is zero by convention, so the initial energy is minus this work:

$$
W_{\rm im}(x)=-\int_x^\infty\frac{Z^2e^2}{16\pi\varepsilon_0 k\,x'^2}\,dx'
=-\frac{A}{x},\qquad
A=\frac{Z^2e^2}{16\pi\varepsilon_0 k}.
$$

Two real charges $\pm Ze$ at separation $2x$ would have the energy $-Z^2e^2/(8\pi\varepsilon_0kx)$, which is twice as large. The difference arises because the image is not held in place: it recedes as the ion recedes, so the force falls off faster than that of a fixed charge.

The factor $Z^2$ has a direct meaning. The ion's charge sets the amount of induced charge, and the same ionic charge then feels the resulting field.

### (b) The barrier top and the power 3/2

The applied field exerts the outward force $ZeF$, which contributes the energy $-ZeFx$. The total is

$$
W(x)=-\frac{A}{x}-ZeFx .
$$

Close to the metal the first term pulls the energy down, and far away the second does. The stationary point between them satisfies

$$
W'(x_m)=\frac{A}{x_m^2}-ZeF=0
\quad\Rightarrow\quad
x_m=\sqrt{\frac{A}{ZeF}}=\sqrt{\frac{Ze}{16\pi\varepsilon_0 kF}} .
$$

Since $W''(x)=-2A/x^3$ is negative for all $x>0$, this is the maximum. There the two energy terms are equal:

$$
\frac{A}{x_m}=\sqrt{A\,ZeF},\qquad ZeFx_m=\sqrt{A\,ZeF}.
$$

Without field, $W=-A/x$ rises toward zero far from the metal, so the zero-field top is at zero. The lowering is therefore

$$
\Delta W=0-W(x_m)=2\sqrt{A\,ZeF}
=2\sqrt{\frac{Z^2e^2}{16\pi\varepsilon_0k}\,ZeF}.
$$

The factor 2 cancels the $\sqrt{16}=4$ down to $\sqrt4$, which leaves

$$
\boxed{\Delta W=Z^{3/2}\sqrt{\frac{e^3F}{4\pi\varepsilon_0 k}}}
$$

The power follows from a product. The image energy supplies $Z^2$ and the field energy supplies $Z$, and the lowering is the square root of their product, $\sqrt{Z^3}$. In the same way, $\Delta W$ grows as $F^{1/2}$ at fixed $Z$ and $k$, and falls as $k^{-1/2}$ at fixed $Z$ and $F$. The top moves outward as $Z^{1/2}$.

The law concerns the lowering and not the whole barrier. The zero-field barrier also contains the chemical binding of the ion at the metal and its solvation energy in the dielectric, which have their own dependence on $Z$. The formula also presupposes that a barrier is left, so the zero-field barrier must exceed $\Delta W$.

The image argument can be checked without using an image. The numerical output includes a calculation in which the charge on a large grounded disk is found from the condition of zero potential. In units of $q^2/(4\pi\varepsilon_0k)$, where $q$ is the ion's charge, the work needed to raise the ion from height 1 to height 4 is 0.18750, in agreement with $\tfrac14(1-\tfrac14)$. Barrier tops located numerically from this induced charge for $Z=1$ to 4 give a fitted exponent of 1.5000.

### (c) Numbers for 1 MV/cm and k = 2.5

For $Z=1$ the image coefficient is

$$
A=\frac{1.440\ \text{eV nm}}{4\times2.5}=0.1440\ \text{eV nm},
$$

and the top lies at

$$
x_m=\sqrt{\frac{0.1440\ \text{eV nm}}{0.10\ \text{eV/nm}}}=1.20\ \text{nm}.
$$

The image and the field each contribute $-0.120$ eV there. Hence

$$
\Delta W=0.120\ \text{eV}+0.120\ \text{eV}=0.240\ \text{eV}
\quad(3.85\times10^{-20}\ \text{J}).
$$

For $Z=2$ at the same field and permittivity, the lowering is $2^{3/2}=2.83$ times larger, or 0.679 eV, and the top is at 1.70 nm.

At 423 K the thermal energy is $k_BT=0.0365$ eV. The lowering multiplies the Boltzmann factor of the barrier by

$$
e^{\Delta W/k_BT}\approx 7\times10^{2}\quad(Z=1),\qquad
e^{\Delta W/k_BT}\approx 1.2\times10^{8}\quad(Z=2).
$$

These numbers do not show that doubly charged ions escape faster, because the zero-field barriers of the two charge states differ.

Nor is the factor a complete ratio of emission rates. The region in which $W$ lies within $k_BT$ of the top follows from setting $x=sx_m$. Both energy terms equal $\Delta W/2$ at $s=1$, so

$$
\frac{\Delta W}{2}\left(s+\frac1s\right)=\Delta W+k_BT .
$$

For $Z=1$ the two roots give $x=0.70$ nm and $x=2.07$ nm. This region is 1.37 nm wide, several times an atomic hop of about 0.3 nm, so the ion crosses the top by diffusion. For a steady one-dimensional flux $J$ with diffusion coefficient $D$ and ion density $n$,

$$
J=-D\,e^{-W/k_BT}\frac{d}{dx}\left(n\,e^{W/k_BT}\right).
$$

Multiply by $e^{W/k_BT}$ and integrate from the starting point $x_0$, where the density is $n_0$, to a far point where escaped ions have been removed and $n=0$:

$$
J=\frac{D\,n_0\,e^{W(x_0)/k_BT}}{\int e^{W/k_BT}\,dx}.
$$

The integral is dominated by the top. It contains the factor $e^{W(x_m)/k_BT}$, which carries the lowering, multiplied by a length set by the width of the top. That length depends on the field too, so a measured slope of $\ln J$ against $\sqrt F$ does not come from $\Delta W$ alone. For $Z=1$ at 1 MV/cm and 423 K the length is about 1.2 nm, and with the starting level held fixed the slope is about 24% steeper than $\Delta W$ alone would give.

### (d) A film between two electrodes

Let the second electrode be at $x=d$. For the image energy both electrodes are grounded, and the applied voltage again adds $-ZeFx$. Reflecting the ion repeatedly in both planes gives

- charges $+Ze$ at $x+2md$ for every nonzero integer $m$,
- charges $-Ze$ at $-x+2md$ for every integer $m$.

The positive images are at distances $2d,4d,\dots$ from the ion, two at each distance. The negative ones are at distances $2nd+2x$ and $2(n+1)d-2x$, with $n=0,1,2,\dots$. The potential of the induced charge is proportional to the ion's charge. Building up that charge from zero therefore costs half the product of the final charge and the final induced potential:

$$
W_{\rm film}(x)=\frac{A}{d}\sum_{n=0}^{\infty}
\left[\frac{2}{n+1}-\frac{1}{n+u}-\frac{1}{n+1-u}\right],
\qquad u=\frac{x}{d}.
$$

The term $-1/u$ at $n=0$ returns the single-electrode result $-A/x$. The remaining terms combine, with $n$ now counted from 1, into

$$
\sum_{n=1}^{\infty}\left[\frac2n-\frac1{n+u}-\frac1{n-u}\right]
=-2u^2\sum_{n=1}^{\infty}\frac{1}{n(n^2-u^2)} .
$$

This correction is of second order in $u$. At the barrier top $u=1.20/20=0.06$, so it is very small: measured from the thick-film zero, the top is lowered by 0.2401 eV instead of 0.2400 eV.

The zero-field top changes more. Each negative term in $W_{\rm film}$ is concave in $u$, and the sum is symmetric about $u=\tfrac12$, so without field the maximum is at the middle of the film. There

$$
W_{\rm film}(d/2)=-\frac{2A}{d}\sum_{n=0}^{\infty}
\left[\frac{1}{n+1/2}-\frac{1}{n+1}\right]
=-\frac{4A\ln2}{d}=-0.020\ \text{eV},
$$

because the sum equals $2\left(1-\tfrac12+\tfrac13-\tfrac14+\dots\right)=2\ln2$. Relative to the film's own zero-field top, the field lowers the barrier by $0.240-0.020=0.220$ eV.

The correction $4A\ln2/d$ is proportional to $Z^2$, so in a thin film the power 3/2 is no longer exact. It also matters more at weak fields. At 0.2 MV/cm the single-electrode formula gives a lowering of 0.107 eV with the top at 2.68 nm, while the shift of the zero-field top is still 0.020 eV. As $F\to0$ at fixed $d$, the formula for $x_m$ would place the top beyond the middle of the film, and the single-electrode picture fails.

### (e) Starting position, hops and pores

**Starting position.** Suppose the ion starts from a site 0.2 nm from the metal plane. The field lowers the energy of this site by $ZeFx_0$, which is $0.10\times0.2=0.020$ eV for $Z=1$. The activation energy is the difference between top and site, so its net reduction is $0.240-0.020=0.220$ eV. This correction is linear in $Z$ for a fixed site, so it too disturbs the pure 3/2 power. The number assumes an ideal conductor, whereas a real metal lets the field penetrate over a screening length. In a Thomas–Fermi model with a length of 0.055 nm, roughly that of copper, the lowering measured from the metal interior stays at 0.240 eV, but the net reduction for a site 0.2 nm outside the surface falls to about 0.206 eV.

**Hops.** A real ion passes over separate saddle points. Let these be 0.3 nm apart and equally high apart from $W(x)$. The shift is largest when two saddles lie on either side of $x_m$, each about 0.15 nm away. The curvature at the top is $|W''|=2A/x_m^3=0.167$ eV/nm², and the highest saddle then lies below the smooth maximum by

$$
\tfrac12\times0.167\times0.15^2\ \text{eV}\approx0.002\ \text{eV}.
$$

Missing the smooth maximum in this way slightly increases the lowering. The shift is negligible here because $x_m$ is four hops long.

**Pores.** Let the ion be in the solid skeleton, of permittivity $k_s$, at distance $h$ from a flat boundary with vacuum. On the skeleton side, represent the polarization of the boundary by an image $q'$ at the mirror point. On the vacuum side, represent the field by a charge $q''$ at the ion's position. With $q=Ze$, continuity of the potential and of the normal displacement requires

$$
\frac{q+q'}{k_s}=q'',\qquad q-q'=q''
\quad\Rightarrow\quad
q'=\frac{k_s-1}{k_s+1}\,q .
$$

The image has the sign of the ion, so the boundary repels it. With the same factor one half as before, the energy is

$$
W_{\rm pore}=\frac{Z^2e^2}{16\pi\varepsilon_0k_s h}\,\frac{k_s-1}{k_s+1}.
$$

For $Z=1$, $k_s=3$ and $h=0.5$ nm this is

$$
\frac{1.440}{4\times3\times0.5}\times\frac12\ \text{eV}=0.12\ \text{eV},
$$

half of the calculated lowering. The flat boundary stands for a pore much wider than $h$, and the shape matters. At the same distance, a single spherical pore of radius 1 nm repels the ion by only about 0.03 eV (0.08 eV for a radius of 5 nm and 0.10 eV for 20 nm, so the flat value is approached slowly), while a skeleton wall 1 nm thick between two wide pores raises the energy of an ion at its middle by about 0.33 eV.

The repulsion exists with and without the field, so it does not simply subtract from $\Delta W$. Take the flat-boundary value as an example. If pores add an energy between 0 and 0.12 eV along the path, each of the two tops can rise by any amount in that range. Their difference then lies between 0.12 and 0.36 eV, provided that the local field and the attraction to the metal stay as in the uniform film. Real pores alter both, so this range is an illustration and not a strict bound.

### Comparison with real interconnects

The chosen values are roughly those of a porous organosilicate film in an accelerated bias-temperature test. Interconnects in service run cooler and at weaker fields, and the test field is about one fifth of a rough breakdown field of 5 MV/cm. Copper lines are normally enclosed by liners and caps, so the model is closest to test structures in which copper touches the dielectric.

The assumption most in doubt is the uniform permittivity, since pores can be about as large as $x_m$. In the flat-boundary example this moves the lowering by up to 0.12 eV, but the shift in a real film depends on the size, shape and spacing of its pores and can be smaller or larger. If the slower part of the polarization cannot follow the ion and the effective permittivity is 2.0, the lowering becomes 0.27 eV at the same field. Ions already in the film matter as well: by Gauss's law, a sheet of $n$ singly charged ions per unit area changes the field across it by $en/(\varepsilon_0k)$, which reaches 10% of the applied field at $1.4\times10^{11}$ cm⁻². The value 0.24 eV is thus a result of the continuum model, not a measured change of barrier.

## Numbers as computed

```
Input: permittivity k = 2.5
Input: field = 1.0 MV/cm = 0.10 V/nm
Input: temperature = 423 K, kT = 0.03645 eV
Input: film thickness = 20 nm
e^2/(4 pi eps0) = 1.43996 eV nm
Image coefficient A (Z=1) = 0.14400 eV nm
Grounded-disk test, work from height 1 to 4 in units q^2/(4 pi eps0 k):
  from induced charge = 0.18750, from image = 0.18750
Barrier top from induced charge, then from formula:
  Z=1: x = 1.200 nm, lowering = 0.2400 eV; formula 1.200 nm, 0.2400 eV
  Z=2: x = 1.697 nm, lowering = 0.6788 eV; formula 1.697 nm, 0.6788 eV
  Z=3: x = 2.078 nm, lowering = 1.2471 eV; formula 2.078 nm, 1.2471 eV
  Z=4: x = 2.400 nm, lowering = 1.9200 eV; formula 2.400 nm, 1.9200 eV
Fitted exponent of Z = 1.5000
Lowering ratio for 4 times the field = 2.0000
Lowering ratio for 4 times k = 0.5000
Z=1 at top: image energy = -0.1200 eV, field energy = -0.1200 eV
Main result Z=1: 0.2400 eV = 3.845e-20 J
Ratio of lowerings Z=2 to Z=1 = 2.8284
Ratio of top positions Z=2 to Z=1 = 1.4142
Z=1 lowering if the image half is forgotten = 0.3394 eV
Boltzmann factor exp(lowering/kT), Z=1 = 723
Boltzmann factor exp(lowering/kT), Z=2 = 1.22e+08
At 0.2 MV/cm, Z=1: lowering = 0.1073 eV, x = 2.683 nm
Neglected effects, Z=1:
  two plates, from thick-film zero: lowering = 0.2401 eV
  two plates, zero-field top = -0.0200 eV
  two plates, from own zero-field top: lowering = 0.2201 eV
  bound ion at 0.2 nm: level shift = -0.0200 eV, net lowering = 0.2200 eV
  hops of 0.3 nm: largest loss of lowering = 0.0019 eV
  fast polarization only, k = 2.0: lowering = 0.2683 eV
  flat pore wall at 0.5 nm, skeleton k = 3.0: repulsion = 0.1200 eV
  pore-wall repulsion / lowering = 0.500
  ion sheet density changing field by 10% = 1.382e+11 cm^-2
  top within kT from 0.696 to 2.068 nm, width 1.372 nm
  rough breakdown field = 5 MV/cm, ratio to field = 5.0
```
